# Why diblock melts order at a finite period while blends separate: test program

```python
"""Why a diblock melt orders at finite wavevector and the cut blend does not.

Result under test: N/S(q) = F(x) - 2 chi N for an incompressible Gaussian melt,
x = (q Rg)^2, Rg^2 = N b^2/6.  For diblocks of equal composition F diverges at
x -> 0 and x -> infinity (finite-q instability); for the blend made by cutting
the junctions F is smallest at x = 0 (macroscopic separation).
N segments per diblock, b segment length, v0 segment volume, f fraction of A,
chi interaction parameter per segment, S composition structure factor.
Energies are per diblock (or per cut pair) in units of kT unless labelled.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, root


def inverse_response(x, chains, scale_a=1.0, scale_b=1.0):
    """F(x) for equal numbers of the listed chains (A length, B length)/N.
    scale_a, scale_b: squared segment lengths relative to b^2."""
    xa, xb = x * scale_a, x * scale_b
    aa = bb = ab = total = 0.0
    for a, c in chains:
        aa = aa + 2 * (a * xa + np.expm1(-a * xa)) / xa**2
        bb = bb + 2 * (c * xb + np.expm1(-c * xb)) / xb**2
        ab = ab + np.expm1(-a * xa) * np.expm1(-c * xb) / (xa * xb)
        total += a + c
    return total * (aa + bb + 2 * ab) / (aa * bb - ab**2)


def diblock(f):
    return [(f, 1 - f)]


def blend(f):
    return [(f, 0.0), (0.0, 1 - f)]


# Chain partition function in periodic fields, cosine basis
SIZE, HARMONICS = 20, 8
index = np.arange(SIZE)
norm = np.where(index == 0, 1.0, np.sqrt(2.0))
COSINE = np.array([
    0.25 * np.outer(norm, norm)
    * ((abs(index[:, None] - index) == m).astype(float)
       + (index[:, None] + index == m))
    for m in range(1, HARMONICS + 1)])


def log_partition(x, f, exchange, pressure, joined=True):
    """ln Q; A segments feel pressure+exchange, B segments pressure-exchange."""
    def march(field, length):
        operator = np.diag(x * index**2.0) - np.tensordot(field, COSINE, 1)
        values, vectors = np.linalg.eigh(operator)
        return vectors @ (np.exp(-length * values) * vectors[0])
    a = march(pressure + exchange, f)
    c = march(pressure - exchange, 1 - f)
    return np.log(a @ c) if joined else np.log(a[0] * c[0])


def harmonic(m, value):
    field = np.zeros(HARMONICS)
    field[m - 1] = value
    return field


def response_from_partition(x, f, joined):
    """F from second derivatives of ln Q, with incompressibility imposed.
    The step keeps both the fourth-order remainder and rounding small."""
    h = 0.003

    def lnq(e, u):
        return log_partition(x, f, harmonic(1, e), harmonic(1, u), joined)
    ee, uu = 2 * lnq(h, 0) / h**2, 2 * lnq(0, h) / h**2
    eu = (lnq(h, h) - lnq(h, -h)) / (2 * h**2)
    return 2 / (ee - eu**2 / uu)


for f in (0.5, 0.3):
    for x in (0.5, 3.0, 8.0):
        for joined, chains in ((True, diblock(f)), (False, blend(f))):
            direct = response_from_partition(x, f, joined)
            assert abs(direct / inverse_response(x, chains) - 1) < 1e-4

# Limits and position of the minimum for many compositions
grid = np.logspace(-2, 2, 801)
for f in (0.1, 0.25, 0.5, 0.7, 0.9):
    k = 1 - f
    low = inverse_response(1e-3, diblock(f)) * 1e-3
    assert abs(low / (1.5 / (f * k)**2) - 1) < 0.01
    high = inverse_response(1e4, diblock(f)) / 1e4
    assert abs(high * 2 * f * k - 1) < 0.01
    best = np.argmin(inverse_response(grid, diblock(f)))
    assert 50 < best < 750
    assert np.all(np.diff(inverse_response(grid, blend(f))) > 0)
    limit = inverse_response(1e-3, blend(f))
    assert abs(limit / (1 / f**2 + 1 / k**2) - 1) < 2e-3

# Symmetric case
half = diblock(0.5)
found = minimize_scalar(lambda x: inverse_response(x, half),
                        bounds=(1, 8), method="bounded",
                        options={"xatol": 1e-9})
x_star, F_star = found.x, found.fun
threshold = F_star / 2
blend_threshold = inverse_response(1e-4, blend(0.5)) / 2

# Worked example: rough round parameters
N, b, v0, chi, T = 400, 0.7, 0.15, 0.04, 500.0
chi_N = chi * N
kT_meV = constants.k * T / constants.e * 1e3
Rg = b * np.sqrt(N / 6)
period_star = 2 * np.pi * Rg / np.sqrt(x_star)

# Distance of block centres from an explicit sum over bonds
weights = np.r_[np.full(N // 2, 2 / N), np.full(N // 2, -2 / N)]
bond_weights = np.cumsum(weights[::-1])[::-1][1:]
R_AB = b * np.sqrt(np.sum(bond_weights**2))
assert abs(R_AB**2 / (2 * Rg**2) - 1) < 0.01

# Long composition wave: full response against the spring picture
amplitude, long_wave = 0.1, 200.0
x_long = (2 * np.pi * Rg / long_wave)**2
F_long = inverse_response(x_long, half)
cost_long = F_long * amplitude**2 / 4
cost_star = F_star * amplitude**2 / 4
cost_blend = inverse_response(x_long, blend(0.5)) * amplitude**2 / 4
gain = chi_N * amplitude**2 / 2
shift = amplitude * long_wave / (2 * np.pi) / 0.25
spring_cost = 0.5 * 1.5 * shift**2 / R_AB**2
assert abs(spring_cost / cost_long - 1) < 0.03
assert cost_long > gain > cost_star > cost_blend

# Quartic coefficient of the free energy of a wave psi = A cos(q* r)
probe = 0.3
constrained = minimize_scalar(lambda u: log_partition(
    x_star, 0.5, harmonic(1, probe), harmonic(2, u))).fun
fourth = (constrained - probe**2 / F_star) / probe**4
quartic = -fourth * (F_star / 2)**4
assert quartic > 0


def lamella(x, chi_n, start, joined=True):
    """Self-consistent field solution at f = 1/2: energy and fields."""
    count = HARMONICS // 2

    def energy(v):
        exchange, pressure = np.zeros(HARMONICS), np.zeros(HARMONICS)
        exchange[0::2], pressure[1::2] = v[:count], v[count:]
        return (np.sum(v[:count]**2) / (2 * chi_n)
                - log_partition(x, 0.5, exchange, pressure, joined))

    def gradient(v):
        steps = 1e-4 * np.eye(len(v))
        return np.array([(energy(v + s) - energy(v - s)) / 2e-4
                         for s in steps])
    solution = root(gradient, start, method="hybr", options={"eps": 1e-7})
    assert np.max(abs(solution.fun)) < 1e-7 and abs(solution.x[0]) > 0.3
    return energy(solution.x), solution.x


def first_guess(chi_n):
    guess = np.zeros(HARMONICS)
    guess[0] = chi_n * np.sqrt((chi_n - threshold) / (4 * quartic))
    return guess


excess = 0.05
weak_energy, _ = lamella(x_star, threshold + excess,
                         first_guess(threshold + excess))
assert abs(weak_energy / (-excess**2 / (16 * quartic)) - 1) < 0.05

# Ordered diblock: preferred period from the nonlinear solution
fields = first_guess(12.0)
for strength in (12.0, 14.0, chi_N):
    _, fields = lamella(x_star, strength, fields)
ordered = minimize_scalar(lambda x: lamella(x, chi_N, fields)[0],
                          bounds=(2.2, 4.2), method="bounded",
                          options={"xatol": 1e-4})
assert 2.25 < ordered.x < 4.15 and ordered.fun < 0
period_ordered = 2 * np.pi * Rg / np.sqrt(ordered.x)

# Cut blend: energy falls as the period grows, towards the bulk value
blend_chi_N = 6.0
rich = brentq(lambda p: np.log(p / (1 - p)) - blend_chi_N / 2 * (2 * p - 1),
              0.6, 0.9999)
bulk = (2 * (rich * np.log(rich) + (1 - rich) * np.log(1 - rich) + np.log(2))
        + blend_chi_N * (rich * (1 - rich) - 0.25))
fields = np.zeros(HARMONICS)
fields[0] = 3.0
blend_energies = []
for x in (1.0, 0.5, 0.25):
    value, fields = lamella(x, blend_chi_N, fields, joined=False)
    blend_energies.append(value)
assert 0 > blend_energies[0] > blend_energies[1] > blend_energies[2] > bulk

# Fluctuations: Hartree estimate from the shell of soft modes
y_star = np.sqrt(x_star)


def F_of_y(y):
    return inverse_response(y**2, half)


curvature = (F_of_y(y_star + 0.01) + F_of_y(y_star - 0.01)
             - 2 * F_star) / (2 * 0.01**2)
shell = x_star / (2 * np.pi * np.sqrt(curvature))
r1, r2 = 1e-3, 4e-3
numeric = quad(lambda y: y**2 / (2 * np.pi**2)
               * (1 / (F_of_y(y) - F_star + r1)
                  - 1 / (F_of_y(y) - F_star + r2)),
               0.05, 10, points=[y_star], limit=400)[0]
assert abs(numeric / (shell * (r1**-0.5 - r2**-0.5)) - 1) < 0.03
crowding = N * v0 / Rg**3
K = 32 * quartic * crowding * shell
r_at_threshold = K**(2 / 3)

# Composition spread, length spread, unequal segment lengths


def spread(d):
    return [(0.5 + d, 0.5 - d), (0.5 - d, 0.5 + d)]


for d in (0.1, 0.2, 0.35):
    slope = (1 / inverse_response(1e-3, spread(d)) - d**2) / 1e-3
    assert abs(slope - (1 / 24 - d**2 / 2)) < 1e-3
d_limit = brentq(lambda d: 1 / inverse_response(1e-3, spread(d)) - d**2,
                 0.1, 0.45)
assert abs(d_limit - np.sqrt(1 / 12)) < 1e-3
assert np.argmin(inverse_response(grid, spread(0.35))) == 0
assert inverse_response(1e-3, [(0.25, 0.25), (0.75, 0.75)]) > 1e3
d_small = 0.03
spread_threshold = minimize_scalar(
    lambda x: inverse_response(x, spread(d_small)),
    bounds=(1, 8), method="bounded").fun / 2
b_A, b_B = 0.65, 0.75
unequal = minimize_scalar(
    lambda x: inverse_response(x, half, (b_A / b)**2, (b_B / b)**2),
    bounds=(1, 8), method="bounded").fun / 2

# Shorter chain that is still mixed at the same chi
N_short = 200
Rg_short = b * np.sqrt(N_short / 6)
x_short = (2 * np.pi * Rg_short / long_wave)**2
S_peak = N_short / (F_star - 2 * chi * N_short)
S_long = N_short / (inverse_response(x_short, half) - 2 * chi * N_short)
assert blend_threshold < chi * N_short < threshold
N_order, N_demix = threshold / chi, blend_threshold / chi
period_min = 2 * np.pi * b * np.sqrt(N_order / 6) / y_star


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("segments N", N)
show("segment length b", b, "nm")
show("segment volume v0", v0, "nm^3")
show("chi", chi)
show("chi N", chi_N)
show("temperature", T, "K")
show("kT", kT_meV, "meV")
show("Rg", Rg, "nm")
show("rms distance of block centres", R_AB, "nm")
show("x* at f=1/2", x_star, digits=5)
show("x* from balancing the two limits", np.sqrt(12.0))
show("F(x*)", F_star, digits=5)
show("diblock threshold chi N", threshold, digits=5)
show("blend threshold chi N", blend_threshold)
show("period 2pi/q*", period_star, "nm")
show("shortest diblock that orders, N", N_order)
show("its period 2pi/q*", period_min, "nm")
show("shortest cut pair that demixes, total N", N_demix)
show("wave amplitude", amplitude)
show("long wavelength", long_wave, "nm")
show("x at long wavelength", x_long)
show("F diblock at long wavelength", F_long)
show("block shift needed, amplitude", shift, "nm")
show("spring estimate of cost", spring_cost, "kT per chain")
show("diblock entropy cost, long wave", cost_long, "kT per chain")
show("diblock entropy cost at q*", cost_star, "kT per chain")
show("blend entropy cost, long wave", cost_blend, "kT per pair")
show("contact energy gain", gain, "kT per chain")
show("net diblock, long wave", cost_long - gain, "kT per chain")
show("net diblock, long wave", (cost_long - gain) * kT_meV, "meV per chain")
show("net diblock at q*", cost_star - gain, "kT per chain")
show("net blend, long wave", cost_blend - gain, "kT per pair")
show("short chain N", N_short)
show("short chain chi N", chi * N_short)
show("short chain S(q*)", S_peak)
show("short chain S at long wavelength", S_long)
show("ordered-state period (SCF)", period_ordered, "nm")
show("ordered-state energy (SCF)", ordered.fun, "kT per chain")
show("blend SCF test chi N", blend_chi_N)
for x, value in zip((1.0, 0.5, 0.25), blend_energies):
    show(f"blend SCF energy at x={x}", value, "kT per pair")
show("blend bulk energy", bulk, "kT per pair")
show("quartic coefficient", quartic)
show("peak curvature in q Rg", curvature)
show("N v0/Rg^3", crowding)
show("Hartree K", K)
show("Hartree N/S(q*) at threshold", r_at_threshold)
show("equivalent offset in chi N", r_at_threshold / 2)
show("composition spread limit delta", d_limit)
show("small spread delta", d_small)
show("S(0)/N at chi=0 for small spread", d_small**2)
show("threshold chi N with small spread", spread_threshold, digits=5)
show("unequal segment length A", b_A, "nm")
show("unequal segment length B", b_B, "nm")
show("threshold chi N, unequal lengths", unequal, digits=5)
print("verified")
```

Printed output:

```
segments N: 400
segment length b: 0.7 nm
segment volume v0: 0.15 nm^3
chi: 0.04
chi N: 16
temperature: 500 K
kT: 43.09 meV
Rg: 5.715 nm
rms distance of block centres: 8.083 nm
x* at f=1/2: 3.7852
x* from balancing the two limits: 3.464
F(x*): 20.99
diblock threshold chi N: 10.495
blend threshold chi N: 4
period 2pi/q*: 18.46 nm
shortest diblock that orders, N: 262.4
its period 2pi/q*: 14.95 nm
shortest cut pair that demixes, total N: 100
wave amplitude: 0.1
long wavelength: 200 nm
x at long wavelength: 0.03224
F diblock at long wavelength: 753.4
block shift needed, amplitude: 12.73 nm
spring estimate of cost: 1.861 kT per chain
diblock entropy cost, long wave: 1.884 kT per chain
diblock entropy cost at q*: 0.05247 kT per chain
blend entropy cost, long wave: 0.02011 kT per pair
contact energy gain: 0.08 kT per chain
net diblock, long wave: 1.804 kT per chain
net diblock, long wave: 77.71 meV per chain
net diblock at q*: -0.02753 kT per chain
net blend, long wave: -0.05989 kT per pair
short chain N: 200
short chain chi N: 8
short chain S(q*): 40.08
short chain S at long wavelength: 0.135
ordered-state period (SCF): 21.67 nm
ordered-state energy (SCF): -0.4424 kT per chain
blend SCF test chi N: 6
blend SCF energy at x=1.0: -0.06199 kT per pair
blend SCF energy at x=0.5: -0.1101 kT per pair
blend SCF energy at x=0.25: -0.1452 kT per pair
blend bulk energy: -0.2304 kT per pair
quartic coefficient: 2.447
peak curvature in q Rg: 7.286
N v0/Rg^3: 0.3214
Hartree K: 5.616
Hartree N/S(q*) at threshold: 3.159
equivalent offset in chi N: 1.58
composition spread limit delta: 0.2887
small spread delta: 0.03
S(0)/N at chi=0 for small spread: 0.0009
threshold chi N with small spread: 10.465
unequal segment length A: 0.65 nm
unequal segment length B: 0.75 nm
threshold chi N, unequal lengths: 10.516
verified
```
